# Compact Fourth-Order 19-Point Discretisation of the Poisson Equation: a program that tests the result

```python
"""
Fourth-order compact (Mehrstellen) form of the Poisson equation
    laplacian(phi) = f,   f = -rho/eps0,   cubic grid of spacing h.
Result under test:  A phi = B f + O(h^4), where
    A = (1/h^2) * [-4 at centre, 1/3 on 6 faces, 1/6 on 12 edges]
    B = [1/2 at centre, 1/12 on 6 faces].
phi: potential, rho: charge density, sigma: Gaussian width, L: cell side,
tau = A phi - B laplacian(phi): truncation error.
"""
import itertools
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import spsolve
from scipy.constants import e as q_e, epsilon_0 as eps0, pi

offsets = list(itertools.product((-1, 0, 1), repeat=3))
faces = [o for o in offsets if sum(map(abs, o)) == 1]
edges = [o for o in offsets if sum(map(abs, o)) == 2]

# ---- weights found from exactness on polynomials (h = 1) ----
x, y, z = sp.symbols("x y z")
a0, a1, a2, b0, b1 = unknowns = sp.symbols("a0 a1 a2 b0 b1")


def at(poly, point):
    return sp.sympify(poly).subs(dict(zip((x, y, z), point)))


def laplacian(poly):
    return sp.expand(sum(sp.diff(poly, v, 2) for v in (x, y, z)))


def stencil_value(poly, centre, face, edge):
    return (centre * at(poly, (0, 0, 0))
            + face * sum(at(poly, o) for o in faces)
            + edge * sum(at(poly, o) for o in edges))


def defect(poly, w):
    return sp.expand(stencil_value(poly, w[0], w[1], w[2])
                     - stencil_value(laplacian(poly), w[3], w[4], 0))


equations = [b0 + 6 * b1 - 1]
for i, j, k in itertools.product(range(6), repeat=3):
    if i + j + k <= 5:
        equations.append(defect(x**i * y**j * z**k, unknowns))
equations = [eq for eq in equations if eq != 0]
solutions = list(sp.linsolve(equations, unknowns))
assert len(solutions) == 1
weights = solutions[0]
assert not any(w.free_symbols for w in weights)      # unique solution
R = sp.Rational
assert tuple(weights) == (-4, R(1, 3), R(1, 6), R(1, 2), R(1, 12))

# planar fields: summing over the transverse neighbours gives Numerov
assert weights[1] + 4 * weights[2] == 1
assert weights[0] + 4 * weights[1] + 4 * weights[2] == -2
numerov_centre = weights[3] + 4 * weights[4]
assert numerov_centre == R(5, 6)

# truncation error on every sixth-degree monomial
for i, j, k in itertools.product(range(7), repeat=3):
    if i + j + k == 6:
        p = x**i * y**j * z**k
        s6 = sum(sp.diff(p, v, 6) for v in (x, y, z))
        s42 = sum(sp.diff(p, u, 4, v, 2)
                  for u, v in itertools.permutations((x, y, z), 2))
        assert defect(p, weights) == -s6 / 240 + s42 / 144

# harmonic polynomials: what no source averaging can repair
quartic = x**4 + y**4 + z**4 - 3 * (x**2*y**2 + y**2*z**2 + z**2*x**2)
sextic = (x**6 + y**6 + z**6 + 90 * x**2 * y**2 * z**2
          - R(15, 2) * sum(u**4 * v**2 for u, v in
                           itertools.permutations((x, y, z), 2)))
assert laplacian(quartic) == 0 and laplacian(sextic) == 0
seven_on_quartic = stencil_value(quartic, -6, 1, 0)
nineteen_on_quartic = stencil_value(quartic, *weights[:3])
nineteen_on_sextic = stencil_value(sextic, *weights[:3])
assert seven_on_quartic != 0 and nineteen_on_quartic == 0
mixed = sp.diff(sextic, x, 2, y, 2, z, 2)
assert nineteen_on_sextic == -mixed / 30 and nineteen_on_sextic != 0

A_W = tuple(float(w) for w in weights[:3])
B_W = (float(weights[3]), float(weights[4]), 0.0)
SEVEN_W = (-6.0, 1.0, 0.0)


def apply_stencil(w, u):
    """Periodic application of (centre, face, edge) weights."""
    out = w[0] * u
    for group, weight in ((faces, w[1]), (edges, w[2])):
        if weight:
            for o in group:
                out = out + weight * np.roll(u, o, axis=(0, 1, 2))
    return out


# ---- Dirichlet box of unit side: order and maximum-principle bound ----
def dirichlet_case(n):
    h = 1.0 / n
    g = np.linspace(0, 1, n + 1)
    X, Y, Z = np.meshgrid(g, g, g, indexing="ij")
    phi = np.exp(X) * np.cos(2 * Y) * np.exp(Z / 2)
    f = (1 - 4 + 0.25) * phi
    inner = (slice(1, -1),) * 3
    boundary = phi.copy()
    boundary[inner] = 0
    source = apply_stencil(B_W, f)[inner]
    rhs = source - apply_stencil(A_W, boundary)[inner] / h**2
    m = n - 1
    d = sparse.diags([1, -2, 1], [-1, 0, 1], shape=(m, m)) / h**2
    one = sparse.identity(m)

    def kron3(p, q, r):
        return sparse.kron(sparse.kron(p, q), r)

    dx, dy, dz = kron3(d, one, one), kron3(one, d, one), kron3(one, one, d)
    matrix = dx + dy + dz + h**2 / 6 * (dx @ dy + dy @ dz + dz @ dx)
    solution = spsolve(matrix.tocsc(), rhs.ravel()).reshape(m, m, m)
    error = np.abs(solution - phi[inner]).max()
    tau = apply_stencil(A_W, phi)[inner] / h**2 - source
    return error, np.abs(tau).max() / 8


dir_err8, dir_bound8 = dirichlet_case(8)
dir_err16, dir_bound16 = dirichlet_case(16)
dir_order = np.log2(dir_err8 / dir_err16)
assert 3.7 < dir_order < 4.3
assert dir_err8 <= dir_bound8 and dir_err16 <= dir_bound16

# ---- periodic Gaussian charge with neutralising background ----
L, sigma = 1.0e-9, 0.1e-9
volume = L**3
rho_peak = q_e / ((2 * pi)**1.5 * sigma**3)


def density(n):
    """Real-space sum over periodic images, minus uniform background."""
    g = np.arange(n) * L / n
    line = sum(np.exp(-(g - m * L)**2 / (2 * sigma**2))
               for m in range(-3, 5)) / (np.sqrt(2 * pi) * sigma)
    gaussian = np.einsum("i,j,k->ijk", line, line, line)
    return q_e * (gaussian - 1 / volume)


def reference_potential(n):
    """Converged Fourier series of the continuum periodic problem."""
    G = 2 * pi * np.arange(-16, 17) / L
    G2 = (G[:, None, None]**2 + G[None, :, None]**2 + G[None, None, :]**2)
    G2[16, 16, 16] = 1.0
    c = q_e / (eps0 * volume) * np.exp(-G2 * sigma**2 / 2) / G2
    c[16, 16, 16] = 0.0
    phase = np.cos(np.outer(np.arange(n) * L / n, G))
    return np.einsum("abc,ia,jb,kc->ijk", c, phase, phase, phase,
                     optimize=True)


def symbol(w, n):
    delta = np.zeros((n, n, n))
    delta[0, 0, 0] = 1
    return np.fft.fftn(apply_stencil(w, delta)).real


def solve_periodic(w, rhs, n):
    h = L / n
    lam = symbol(w, n) / h**2
    lam[0, 0, 0] = 1.0
    transformed = np.fft.fftn(rhs) / lam
    transformed[0, 0, 0] = 0.0
    phi = np.fft.ifftn(transformed).real
    residual = apply_stencil(w, phi) / h**2 - rhs
    assert np.abs(residual).max() < 1e-9 * np.abs(rhs).max()
    return phi


lam19, lam7 = -symbol(A_W, 32).ravel()[1:], -symbol(SEVEN_W, 32).ravel()[1:]
stability_ratio = (lam19 / lam7).min()
assert lam19.min() > 0 and abs(stability_ratio - 1 / 3) < 1e-10

grids = (16, 32, 64)
names = ("Mehrstellen", "seven-point", "19-point, plain source")
centre_error = {name: [] for name in names}
max_error = {name: [] for name in names}
net_charge = []
for n in grids:
    rho, exact = density(n), reference_potential(n)
    net_charge.append(rho.sum() * (L / n)**3 / q_e)
    f = -rho / eps0
    cases = ((A_W, apply_stencil(B_W, f)), (SEVEN_W, f), (A_W, f))
    for name, (w, rhs) in zip(names, cases):
        diff = solve_periodic(w, rhs, n) - exact
        centre_error[name].append(diff[0, 0, 0])
        max_error[name].append(np.abs(diff).max())
    if n == 32:
        rho32, phi32 = rho, exact
assert max(map(abs, net_charge)) < 1e-10

orders = {name: np.log2(max_error[name][1] / max_error[name][2])
          for name in names}
assert abs(orders[names[0]] - 4) < 0.15
assert abs(orders[names[1]] - 2) < 0.1
assert abs(orders[names[2]] - 2) < 0.1

# leading errors at the charge centre on the finest grid; the first two
# formulas hold for an isolated Gaussian, so images shift them by percents
h64 = L / 64
predicted = (h64**4 * rho_peak / (560 * eps0 * sigma**2),
             h64**2 * rho_peak / (20 * eps0),
             h64**2 * density(64)[0, 0, 0] / (12 * eps0))
for name, value, tolerance in zip(names, predicted, (0.04, 0.05, 0.01)):
    assert abs(centre_error[name][2] / value - 1) < tolerance

# one stencil evaluated at the charge centre, 32 points per side
h32 = L / 32
to_nm2 = 1e-18                       # V/m^2 -> V/nm^2
left = apply_stencil(A_W, phi32)[0, 0, 0] / h32**2 * to_nm2
right = -apply_stencil(B_W, rho32)[0, 0, 0] / eps0 * to_nm2
plain = -rho32[0, 0, 0] / eps0 * to_nm2
assert abs(left - right) < 0.01 * abs(left - plain)
phi_isolated = q_e / (4 * pi * eps0) * np.sqrt(2 / pi) / sigma
cell_shift = phi32[0, 0, 0] - phi_isolated
assert abs(cell_shift) > 100 * max_error[names[0]][1]

print("A weights times h^2 (centre, face, edge):", *weights[:3])
print("B weights (centre, face):", *weights[3:])
print("planar source weights (centre, side):", numerov_centre, weights[4])
print("seven-point on harmonic quartic, h=1:", seven_on_quartic)
print("19-point on harmonic quartic, h=1:", nineteen_on_quartic)
print("19-point on harmonic sextic, h=1:", nineteen_on_sextic)
print(f"smallest symbol ratio 19-point/seven-point: {stability_ratio:.6f}")
print("Dirichlet test, unit box, dimensionless:")
print(f"  8 intervals: max error {dir_err8:.3e}, bound {dir_bound8:.3e}")
print(f"  16 intervals: max error {dir_err16:.3e}, bound {dir_bound16:.3e}")
print(f"  observed order: {dir_order:.3f}")
print(f"cell side: {L*1e9:.3f} nm; Gaussian width: {sigma*1e9:.3f} nm")
print(f"charge: {q_e:.6e} C; eps0: {eps0:.6e} F/m")
print(f"Gaussian peak density: {rho_peak:.5e} C/m^3")
print(f"uniform background density: {-q_e/volume:.5e} C/m^3")
print(f"largest net grid charge: {max(map(abs, net_charge)):.1e} e")
for name in names:
    print(name + ":")
    for n, ce, me in zip(grids, centre_error[name], max_error[name]):
        print(f"  N={n}, h={L/n*1e9:.6f} nm: centre error {ce*1e3:.5f} mV,"
              f" max |error| {me*1e3:.5f} mV")
    print(f"  order from N=32 to 64: {orders[name]:.3f}")
print("leading centre errors predicted at N=64:")
for name, value in zip(names, predicted):
    print(f"  {name}: {value*1e3:.5f} mV")
print("stencil at charge centre, N=32, reference potential:")
print(f"  phi centre: {phi32[0,0,0]:.7f} V")
print(f"  phi face:   {phi32[1,0,0]:.7f} V")
print(f"  phi edge:   {phi32[1,1,0]:.7f} V")
print(f"  rho centre: {rho32[0,0,0]:.6e} C/m^3")
print(f"  rho face:   {rho32[1,0,0]:.6e} C/m^3")
print(f"  A phi: {left:.4f} V/nm^2")
print(f"  -B rho/eps0: {right:.4f} V/nm^2")
print(f"  -rho/eps0 without averaging: {plain:.4f} V/nm^2")
print(f"  truncation error tau: {left-right:.4f} V/nm^2")
print(f"isolated Gaussian, central potential: {phi_isolated:.5f} V")
print(f"periodic minus isolated central potential: {cell_shift:.5f} V")
print("all tests passed")
```

It prints:

```
A weights times h^2 (centre, face, edge): -4 1/3 1/6
B weights (centre, face): 1/2 1/12
planar source weights (centre, side): 5/6 1/12
seven-point on harmonic quartic, h=1: 6
19-point on harmonic quartic, h=1: 0
19-point on harmonic sextic, h=1: -24
smallest symbol ratio 19-point/seven-point: 0.333333
Dirichlet test, unit box, dimensionless:
  8 intervals: max error 6.799e-06, bound 4.101e-05
  16 intervals: max error 4.360e-07, bound 2.887e-06
  observed order: 3.963
cell side: 1.000 nm; Gaussian width: 0.100 nm
charge: 1.602177e-19 C; eps0: 8.854188e-12 F/m
Gaussian peak density: 1.01728e+10 C/m^3
uniform background density: -1.60218e+08 C/m^3
largest net grid charge: 8.6e-16 e
Mehrstellen:
  N=16, h=0.062500 nm: centre error 3.66443 mV, max |error| 3.66443 mV
  N=32, h=0.031250 nm: centre error 0.20489 mV, max |error| 0.20489 mV
  N=64, h=0.015625 nm: centre error 0.01246 mV, max |error| 0.01246 mV
  order from N=32 to 64: 4.039
seven-point:
  N=16, h=0.062500 nm: centre error 235.40319 mV, max |error| 235.40319 mV
  N=32, h=0.031250 nm: centre error 57.23866 mV, max |error| 57.23866 mV
  N=64, h=0.015625 nm: centre error 14.21341 mV, max |error| 14.21341 mV
  order from N=32 to 64: 2.010
19-point, plain source:
  N=16, h=0.062500 nm: centre error 386.65450 mV, max |error| 386.65450 mV
  N=32, h=0.031250 nm: centre error 93.14824 mV, max |error| 93.14824 mV
  N=64, h=0.015625 nm: centre error 23.07628 mV, max |error| 23.07628 mV
  order from N=32 to 64: 2.013
leading centre errors predicted at N=64:
  Mehrstellen: 0.01223 mV
  seven-point: 14.02497 mV
  19-point, plain source: 23.00680 mV
stencil at charge centre, N=32, reference potential:
  phi centre: 7.4941227 V
  phi face:   7.3127802 V
  phi edge:   7.1367165 V
  rho centre: 1.001258e+10 C/m^3
  rho face:   9.527797e+09 C/m^3
  A phi: -1103.3570 V/nm^2
  -B rho/eps0: -1103.4542 V/nm^2
  -rho/eps0 without averaging: -1130.8304 V/nm^2
  truncation error tau: 0.0972 V/nm^2
isolated Gaussian, central potential: 11.48925 V
periodic minus isolated central potential: -3.99513 V
all tests passed
```
